# Must the second PAW pseudo partial wave be nodeless?

## Question

I am building a PAW dataset for calcium with both 3s and 4s in the s channel. My pseudo 3s wave has no node, but my pseudo 4s wave crosses zero once inside the matching radius. I had understood that every pseudo partial wave must be nodeless, because nodes are what pseudization is meant to remove, and because a node spoils the construction of the potential. Is my dataset invalid? Will the extra node produce a ghost state? And if I can find a nodeless 4s wave, should I prefer it?

## Answer

The node does not invalidate the dataset. PAW has no rule that each partial wave be nodeless, and for a valence state above a semicore state of the same $l$ a node is forced under conditions derived below. It can sometimes be avoided, at the price of a particular kind of augmentation.

I use Hartree atomic units and real radial functions $u(r)$, equal to $r$ times the radial part of the orbital. Let $u_1$ (semicore) and $u_2$ (valence) be bound states of one all-electron potential $V$, with energies $e_1<e_2$:

$$
(T+V)u_i=e_iu_i,\qquad T=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}.
$$

The pseudo waves $\tilde u_i$ equal $u_i$ for $r\ge r_c$ and join them smoothly at $r_c$. A subscript "in" marks an integral from $0$ to $r_c$.

### Where a node really is a problem

Suppose you want a local potential $v$ that has $\tilde u$ as its solution. For $l=0$ you solve the radial equation for $v$:

$$
v=e+\frac{\tilde u''}{2\tilde u}.
$$

At a node the denominator vanishes. A true solution in a finite potential has $u''=0$ at its node, so the ratio stays finite there. A pseudo wave chosen freely inside $r_c$ generally has $\tilde u''\ne0$ at its node, and $v$ then has a pole. Even if the pole is avoided, a solution with one node in a local potential always has a lower level beneath it, so a wave meant to be the lowest state of its channel must be nodeless. The nodeless condition belongs to this local-potential setting. The PAW projectors are built without such an inversion; if a generator obtains its local potential by inverting one chosen pseudo wave, the condition applies to that wave only.

### What PAW does instead

I follow one common way of building the projectors; other schemes exist. Choose a smooth $v_{\rm loc}$ that equals $V$ beyond $r_c$, and define

$$
\chi_i=(e_i-T-v_{\rm loc})\tilde u_i,\qquad B_{ij}=\langle\tilde u_i|\chi_j\rangle .
$$

Beyond $r_c$ the pseudo wave and the potential are the all-electron ones, so $\chi_i=0$ there. Inside, $\tilde u_i$ is differentiated and multiplied, but nothing is divided by it. The projectors are

$$
p_i=\sum_j(B^{-1})_{ji}\,\chi_j .
$$

They are dual to the pseudo waves:

$$
\langle\tilde u_k|p_i\rangle=\sum_jB_{kj}(B^{-1})_{ji}=\delta_{ki}.
$$

This needs $\det B\neq0$, which also excludes linearly dependent pseudo waves: if $\sum_ic_i\tilde u_i=0$ inside $r_c$, then $\sum_ic_iB_{ij}=0$ for each $j$. Inverting the definition of $p_i$ gives $\chi_j=\sum_ip_iB_{ij}$.

The augmentation matrices are

$$
q_{ij}=\langle u_i|u_j\rangle_{\rm in}-\langle\tilde u_i|\tilde u_j\rangle_{\rm in},
$$

$$
D_{ij}=\langle u_i|T+V|u_j\rangle_{\rm in}-\langle\tilde u_i|T+v_{\rm loc}|\tilde u_j\rangle_{\rm in}.
$$

$D$ is symmetric, because exchanging $i$ and $j$ changes both terms by the same surface contribution at $r_c$, where values and slopes agree. Now use $(T+V)u_j=e_ju_j$ in the first term and $(T+v_{\rm loc})\tilde u_j=e_j\tilde u_j-\chi_j$ in the second:

$$
D_{ij}=e_j\langle u_i|u_j\rangle_{\rm in}-e_j\langle\tilde u_i|\tilde u_j\rangle_{\rm in}+B_{ij}=e_jq_{ij}+B_{ij}.
$$

The PAW operators in this channel are

$$
\tilde H=T+v_{\rm loc}+\sum_{ik}|p_i\rangle D_{ik}\langle p_k|,\qquad
S=1+\sum_{ik}|p_i\rangle q_{ik}\langle p_k|.
$$

Acting on $\tilde u_j$, duality leaves the term $k=j$:

$$
\tilde H\tilde u_j=e_j\tilde u_j-\chi_j+\sum_ip_i(B_{ij}+e_jq_{ij})
=e_j\Big(\tilde u_j+\sum_ip_iq_{ij}\Big)=e_jS\tilde u_j .
$$

The sum over $p_iB_{ij}$ has cancelled $\chi_j$. Both reference energies are therefore reproduced, whatever the number of nodes in $\tilde u_j$.

### When the node is forced

The simplest case is an $r_c$ smaller than the outermost node of $u_2$. Beyond $r_c$ the pseudo wave is $u_2$, so it has that node too. No choice made inside the sphere can remove it.

If $r_c$ lies outside all nodes of both waves, we need their overlap. For two solutions in the same $V$ the centrifugal and potential terms cancel in

$$
u_1u_2''-u_1''u_2=2(e_1-e_2)u_1u_2 .
$$

The left side is the derivative of $u_1u_2'-u_1'u_2$, which vanishes at the origin. Integration up to a radius $R$ gives

$$
\big[u_1u_2'-u_1'u_2\big]_{R}=2(e_1-e_2)\int_0^{R}u_1u_2\,dr. \tag{1}
$$

For bound states the left side goes to zero as $R\to\infty$. Since $e_1\neq e_2$, the waves are orthogonal. Choose both positive beyond $r_c$ and call their overlap there

$$
s_{\rm out}=\int_{r_c}^{\infty}u_1u_2\,dr>0 .
$$

Orthogonality then says $\langle u_1|u_2\rangle_{\rm in}=-s_{\rm out}$. Inserting this in the definition of $q_{12}$ gives

$$
\langle\tilde u_1|\tilde u_2\rangle_{\rm in}=-s_{\rm out}-q_{12}. \tag{2}
$$

If both pseudo waves are nodeless, they are positive inside as well, so the left side is positive. Hence

$$
\text{both nodeless}\quad\Rightarrow\quad q_{12}<-s_{\rm out}. \tag{3}
$$

Conversely, if $\tilde u_1$ is nodeless and $q_{12}\ge-s_{\rm out}$, then $\tilde u_2$ must change sign inside $r_c$. This includes the overlap-conserving choice $q_{12}=0$. The two pseudo states are then orthogonal in the ordinary sense, and two positive functions cannot be orthogonal.

With $q_{12}\neq0$ the orthogonality condition is $\langle\tilde u_1|S|\tilde u_2\rangle=0$. A negative augmentation overlap can cancel the positive overlap of two nodeless waves. Condition (3) is necessary for that, but it does not guarantee a nodeless wave.

This concerns a semicore and a valence state. A second wave taken at an energy just above the first is different. Let $L_i=u_i'/u_i$ at $r_c$. For nearly equal energies and $u_2$ scaled to equal $u_1$ at $r_c$, we have $u_2\approx u_1$ inside the sphere. Dividing (1) at $R=r_c$ by $u_1(r_c)u_2(r_c)$ then gives

$$
L_2-L_1\approx-\frac{2(e_2-e_1)}{u_1(r_c)^2}\int_0^{r_c}u_1^2\,dr<0 .
$$

The same approximation gives $\langle u_1|u_2\rangle_{\rm in}\approx\int_0^{r_c}u_1^2\,dr>0$. With $q_{12}=0$ the pseudo overlap $\langle\tilde u_1|\tilde u_2\rangle_{\rm in}$ equals this positive number, so even $q_{12}=0$ does not force a node. The sign survives beyond the linear regime: by (1) the inner overlap is positive as long as $L_2<L_1$, and $L$ falls steadily with energy until a node reaches $r_c$. Just above that energy the overlap turns negative. For a deep state with $r_c$ far out in its tail the window is narrow: for the calcium 3s state below, with $r_c=2.4$ bohr, it is 0.07 Ha. "Second wave" alone does not settle the matter; the relation between the two reference states does.

### Does the node create a ghost?

A ghost is a level of the PAW problem with no all-electron counterpart. The node count of one partial wave does not diagnose it, but the following bound helps.

Assume that $S$ is positive and that $T+v_{\rm loc}$ has no level at or below $e_2$. Suppose the PAW problem had three levels there. Their states would span a three-dimensional space on which

$$
\langle\psi|\tilde H-e_2S|\psi\rangle\le0 .
$$

Orthogonality to $p_1$ and $p_2$ imposes two linear conditions, so some nonzero $\psi$ in this space satisfies both. For it the projector terms vanish, leaving $\langle\psi|T+v_{\rm loc}-e_2|\psi\rangle\le0$. That contradicts the assumption about $v_{\rm loc}$. At most two levels lie at or below $e_2$, and the two reference states already fill those places.

The bound says nothing about levels above $e_2$, which have to be computed. If its assumptions fail, a ghost is possible but not proved.

### Calcium, with and without the node

I solved the spherical, nonrelativistic, spin-unpolarized Ca atom self-consistently with local-density exchange and no correlation, using radial finite elements in a box of radius 26 bohr. The energies below are Kohn–Sham eigenvalues of this model, not measured ionization energies.

| State | Energy (Ha) | Nodes (bohr) |
|---|---:|---|
| 3s | −1.6558 | 0.102, 0.455 |
| 4s | −0.1114 | 0.102, 0.443, 1.443 |

In electronvolts the energies are −45.06 and −3.03. I took $r_c=2.4$ bohr, outside the last 4s node, so that a nodeless pseudo 4s was conceivable. With $r_c$ below 1.443 bohr there would have been no choice.

The pseudo 3s is $r$ times the exponential of a polynomial in $r^2$, with the all-electron norm inside $r_c$. It has no node. For 4s I used

$$
\tilde u_2=r\sum_{k=0}^{5}a_ky^k,\qquad y=1-\frac{r^2}{r_c^2}\qquad(r\le r_c).
$$

Matching the value and three derivatives at $r_c$ fixes $a_0$ to $a_3$. I scanned $a_4$ and $a_5$ from −6 to 6 bohr$^{-3/2}$ in steps of 0.1, which gives $121^2=14641$ waves. Of these, 7501 have one node and 6698 have none. These counts describe the chosen grid and have no wider statistical meaning.

The outer overlap is $s_{\rm out}=0.0632$, so (3) requires $q_{12}<-0.0632$ for a nodeless wave. The largest $q_{12}$ among the nodeless members is −0.170. On this grid the nodeless waves thus stay well below the general bound; the size of the gap depends on the two-parameter family, and a more flexible family can come closer.

From each class I took the wave for which the smallest eigenvalue of $S$ is largest. The local potential inside $r_c$ joins $V$ in value and slope and includes a repulsive term $10y^2$ Ha. Its own lowest s level is −0.0911 Ha, above the 4s energy, as the ghost bound requires. This potential is meant for the s channel alone: it puts the lowest d level at +0.018 Ha in the box, against −0.043 Ha for the all-electron 3d, so a full dataset built on it would need d projectors.

| Quantity | One node | Nodeless |
|---|---:|---:|
| $a_4,\ a_5$ (bohr$^{-3/2}$) | −2.1, 2.2 | 0.0, 0.2 |
| $q_{12}$ | −0.0020 | −0.1936 |
| Smallest eigenvalue of $S$ | 0.9998 | 0.509 |

Equation (2) shows the difference. For the one-node wave,

$$
\langle\tilde u_1|\tilde u_2\rangle_{\rm in}=-0.0632+0.0020=-0.0612,
$$

and for the nodeless wave,

$$
\langle\tilde u_1|\tilde u_2\rangle_{\rm in}=-0.0632+0.1936=+0.1304 .
$$

In the first case the sign change of $\tilde u_2$ supplies almost all of the orthogonality. In the second, the augmentation does.

Diagonalizing the one-node PAW problem gives −1.6558, −0.1114 and 0.0036 Ha as its three lowest s levels. The first two are 3s and 4s. The third agrees with the next all-electron level in the box to about $6\times10^{-6}$ Ha; it is a state of the box, and the all-electron value falls to 0.0013 and 0.0004 Ha for boxes of 35 and 50 bohr, while 3s and 4s do not move. There is no ghost among these levels. That result belongs to this $v_{\rm loc}$. With the coefficient of $y^2$ lowered to 5, 2 or 0 Ha the assumption of the bound fails, yet no ghost appears. At $-2$ Ha, where the local potential binds an s level at −1.44 Ha, the same one-node waves give a ghost at −0.58 Ha, and the nodeless pair gives none.

The pseudo 4s node lies at 1.602 bohr, not at the all-electron position of 1.443 bohr. It need not coincide, since the waves are required to agree only beyond $r_c$. At this node $\tilde u_2''/2=0.354$ bohr$^{-5/2}$, so inversion to a local potential would indeed have produced a pole. The PAW reconstruction

$$
u=\tilde u+\sum_i(u_i-\tilde u_i)\langle p_i|\tilde u\rangle
$$

turns $\tilde u_2$ into $u_2$ by duality. Applied to the computed pseudo 4s state, it gives nodes at 0.102, 0.443 and 1.443 bohr.

Agreement at the reference energies was built in. To move away from them, I kept the atomic potential and the dataset fixed and placed a hard wall at 8 bohr. The all-electron 4s level rises by 0.0089 Ha. The one-node dataset misses the confined all-electron level by $4.3\times10^{-7}$ Ha, a fraction

$$
\frac{4.3\times10^{-7}}{8.9\times10^{-3}}\approx5\times10^{-5}
$$

of the shift.

### Should you remove the node?

In this example validity neither requires it nor forbids it, and in the one test run away from the reference energies both datasets do well. The nodeless dataset also reproduces 3s and 4s, its third level is 0.0036 Ha as well, and its error under confinement is $2.1\times10^{-7}$ Ha, about half that of the one-node dataset; both errors are below $10^{-4}$ of the shift. Its overlap operator is still positive, but the smallest eigenvalue is 0.51 instead of nearly 1, so it has less margin before positivity is lost. Much of that loss comes from the two-parameter family: a nodeless wave with terms up to $y^{14}$, pushed until it almost touches zero, reaches $q_{12}=-0.079$ and a smallest eigenvalue of 0.91. The confinement moves 4s only 0.009 Ha from its reference energy, so it probes just the neighbourhood of that energy; further away the errors grow. For the next two levels inside the same wall, at 0.22 and 0.73 Ha, they are $8\times10^{-4}$ and $9\times10^{-3}$ Ha with the node and $4\times10^{-4}$ and $5\times10^{-3}$ Ha without it. One atom and one such confinement do not rank the two choices for molecules or solids.

For your dataset, leave the single node in place and judge the things that can actually fail: smooth matching, a well-conditioned $B$, a positive $S$, the absence of ghosts with your own $v_{\rm loc}$, and accuracy away from the reference energies. An additional node beyond the one discussed here deserves a look, since it may signal a needlessly oscillating wave, but it too should be judged by these criteria.
